# The HF-GKBA with Second Born Self-Energy as a Time-Local Scheme

## 1. A memory integral with one frequency

Two fermions scatter from orbitals \(k,l\) into orbitals \(i,j\). Suppose that the mean field is constant and diagonal, with energies \(\varepsilon_i\), and set \(\hbar=1\). The correlation built up by this process is then a sum over all earlier scattering times,

\[
C(t)=-i\int_0^t e^{-i\omega(t-t')}\Psi(t')\,dt',\qquad \omega=\varepsilon_i+\varepsilon_j-\varepsilon_k-\varepsilon_l ,
\]

where \(\Psi\) is a source fixed by the occupations. Evaluated as written, the integral needs the whole past at every new time. Differentiating the upper limit and the exponential gives instead

\[
i\frac{dC}{dt}=\omega C+\Psi(t),\qquad C(0)=0 ,
\]

which needs the present alone. The reason is that \(e^{-i\omega(t+\Delta-t')}=e^{-i\omega\Delta}e^{-i\omega(t-t')}\): one factor carries every past contribution forward together.

For constant \(\Psi\) the solution is \(C=-\Psi(1-e^{-i\omega t})/\omega\). It stays bounded when the pair energies differ and tends to \(-i\Psi t\) when \(\omega\to0\), the resonant case, in which the correlation grows linearly in time. The general scheme has the same structure, with matrices in place of \(\omega\) and a mean field that follows the density.

## 2. The two-time equations

Take \(N_b\) orthonormal spin orbitals and

\[
H=\sum h_{ij}(t)c_i^\dagger c_j+\tfrac14\sum v_{ijkl}(t)c_i^\dagger c_j^\dagger c_lc_k ,
\]

with \(v_{ijkl}=-v_{jikl}=-v_{ijlk}=v_{klij}^*\). Let \(\rho_{ij}=\langle c_j^\dagger c_i\rangle\) and \(\bar\rho=1-\rho\). The Green's functions are

\[
G^<_{ij}(t,t')=i\langle c_j^\dagger(t')c_i(t)\rangle,\qquad
G^>_{ij}(t,t')=-i\langle c_i(t)c_j^\dagger(t')\rangle ,
\]

so \(G^<(t,t)=i\rho\), \(G^>(t,t)=-i\bar\rho\) and \(G^\gtrless(t,t')^\dagger=-G^\gtrless(t',t)\). The Hartree-Fock matrix is \(h^{\rm HF}_{ij}=h_{ij}+\sum v_{imjl}\rho_{lm}\).

For an uncorrelated start at \(t_0\), the Kadanoff-Baym equation reads

\[
i\partial_tG^<(t,t')=h^{\rm HF}G^<+\int_{t_0}^{t}\!\Sigma^RG^<ds+\int_{t_0}^{t'}\!\Sigma^<G^Ads .
\]

Insert \(\Sigma^R=\Sigma^>-\Sigma^<\) for \(s<t\) and \(G^A=-(G^>-G^<)\) for \(s<t'\), then set \(t'=t\). The two terms \(\Sigma^<G^<\) cancel, leaving the collision integral

\[
I(t)=\int_{t_0}^t\left[\Sigma^>(t,s)G^<(s,t)-\Sigma^<(t,s)G^>(s,t)\right]ds .
\]

The adjoint equation gives \(i\partial_{t'}G^<=-G^<h^{\rm HF}+I^\dagger\) at equal times. Adding both derivatives and multiplying by \(-i\), because \(\rho=-iG^<(t,t)\), yields

\[
i\dot\rho=[h^{\rm HF},\rho]+J-J^\dagger,\qquad J=-iI. \tag{1}
\]

The sign of \(J^\dagger\) follows from \((-iI)^\dagger=iI^\dagger\).

Two approximations now enter. The second Born self-energy is

\[
\Sigma^\gtrless_{ir}(t,t')=\tfrac12\sum v_{imkl}(t)\,G^\gtrless_{kp}(t,t')G^\gtrless_{lq}(t,t')\,G^\lessgtr_{nm}(t',t)\,v_{pqrn}(t').
\]

The Hartree-Fock generalized Kadanoff-Baym ansatz (HF-GKBA) rebuilds two-time functions from equal-time ones. For \(t\ge t'\),

\[
G^\gtrless(t,t')=U(t,t')G^\gtrless(t',t'),\qquad G^\gtrless(t',t)=G^\gtrless(t',t')U^\dagger(t,t'),
\]

with \(i\partial_tU(t,t')=h^{\rm HF}(t)U(t,t')\) and \(U(t',t')=1\). The propagator thus contains the mean field but no collisional damping.

## 3. Removing the memory

For two-body matrices write \((XY)_{ijkl}=\sum X_{ijpq}Y_{pqkl}\) and \((a\otimes b)_{ijpq}=a_{ip}b_{jq}\). In \(J\), the factor \(\tfrac12v(t)\) stands outside the time integral. What it multiplies is called \(C\):

\[
J_{ij}=\tfrac12\sum v_{imkl}C_{kljm}, \tag{2}
\]

\[
C_{kljm}=-i\!\int_{t_0}^t\!\sum\left[G^>_{kp}G^>_{lq}v_{pqrn}G^<_{rj}G^<_{nm}-(>\leftrightarrow<)\right]dt' .
\]

The first two functions in each product run from \(t'\) to \(t\), the last two from \(t\) to \(t'\). Under the ansatz the two greater functions supply \((-i)^2\) and the two lesser functions \(i^2\), whose product is \(+1\). The exchanged term has the same factor. With \(\mathcal U=U\otimes U\),

\[
C(t)=-i\int_{t_0}^t\mathcal U(t,t')\Psi(t')\mathcal U^\dagger(t,t')dt', \tag{3}
\]

\[
\Psi=(\bar\rho\otimes\bar\rho)\,v\,(\rho\otimes\rho)-(\rho\otimes\rho)\,v\,(\bar\rho\otimes\bar\rho).
\]

The first part of \(\Psi\) scatters an occupied pair into empty orbitals, and the second is the reverse process.

Let \(h_2=h^{\rm HF}\otimes1+1\otimes h^{\rm HF}\). Then \(i\partial_t\mathcal U=h_2\mathcal U\) and \(i\partial_t\mathcal U^\dagger=-\mathcal U^\dagger h_2\). In the derivative of (3), the upper limit contributes \(i(-i)\Psi(t)=\Psi(t)\), and the propagators contribute a commutator:

\[
i\dot C=[h_2,C]+\Psi,\qquad C(t_0)=0. \tag{4}
\]

Equations (1), (2) and (4) form the G1-G2 scheme.

For the converse, start from a solution of (4) and define \(D(t)=\mathcal U^\dagger(t,t_0)C(t)\,\mathcal U(t,t_0)\). The commutator cancels in its derivative, so \(i\dot D=\mathcal U^\dagger\Psi\,\mathcal U\). Integrating and using \(U(t,t_0)U^\dagger(t',t_0)=U(t,t')\) gives

\[
C(t)=\mathcal U(t,t_0)C(t_0)\,\mathcal U^\dagger(t,t_0)-i\int_{t_0}^t\mathcal U\,\Psi\,\mathcal U^\dagger dt'.
\]

With \(C(t_0)=0\) this is (3), so each form implies the other. For continuous \(h\) and \(v\), the right-hand sides are polynomials in \(\rho\) and \(C\). The initial-value problem therefore has one solution for as long as that solution remains finite. A nonzero \(C(t_0)\) corresponds to an added initial-correlation term in the memory form.

This was tested for four spin orbitals with random, driven \(h\) and \(v\) and a correlated start. The largest element of \(J\) was 0.0351 from the memory integral and 0.0287 from the initial correlations, in the model's energy unit. Their sum differed from the local value (2) by at most \(1.6\times10^{-10}\).

### What the equivalence does not include

The exact commutator is \([c_i,H]=\sum h_{ij}c_j+\tfrac12\sum v_{imkl}c_m^\dagger c_lc_k\). Multiplying by \(c_j^\dagger\) and averaging gives (1) and (2) again, with \(C\) replaced by the exact correlated part

\[
C^{\rm exact}_{ijkl}=\langle c_k^\dagger c_l^\dagger c_jc_i\rangle-\rho_{ik}\rho_{jl}+\rho_{il}\rho_{jk}.
\]

The approximation therefore lies in (4), which omits interactions acting on existing correlations. From an uncorrelated start \(C\) is of first order in \(v\). The omitted terms change \(C\) at second order and, through the further \(v\) in (2), change \(\rho\) at third order.

Exact dynamics of the random model, started from a Slater determinant, tested this at time 1. When the interaction strength was halved from 0.04 to 0.02, the norm of the error in \(\rho\) fell from \(6.15\times10^{-5}\) to \(7.70\times10^{-6}\), a ratio of 7.98. For Hartree-Fock, which drops \(C\) altogether, the ratio was 4.00, as expected for a second-order error.

## 4. Algorithm and cost

One evaluation of the time derivatives consists of these operations:

1. Form \(h^{\rm HF}\) from \(\rho\), and \(J\) from \(v\) and \(C\).
2. Form \(A=(\bar\rho\otimes\bar\rho)v(\rho\otimes\rho)\), contracting one index at a time.
3. Form \(X=h_2C+A\).
4. Return \(\dot\rho=-i([h^{\rm HF},\rho]+J-J^\dagger)\) and \(\dot C=-i(X-X^\dagger)\).

Step 4 uses the Hermiticity of \(v\) and \(C\), which makes the second halves of the commutator and of \(\Psi\) the adjoints of the first. A fourth-order Runge-Kutta step calls this evaluation four times.

Each single-index contraction has \(N_b^4\) results and one summed index, hence \(O(N_b^5)\) operations. The contraction in (2) has two free and three summed indices, again \(O(N_b^5)\). None of these counts depends on the step number. For \(N_t\) steps,

\[
\text{local cost}=O(N_b^5N_t),\qquad \text{working storage}=O(N_b^4).
\]

In the memory form, step \(n\) visits about \(n\) past times, each requiring \(O(N_b^5)\) operations for \(\Sigma\). Since \(\sum_{n=1}^{N_t}n=N_t(N_t+1)/2\), the cost is \(O(N_b^5N_t^2)\). At fixed step \(\Delta\), the propagation time is \(T=N_t\Delta\), so the local scheme is linear in \(T\) and the direct memory sum is quadratic.

### Reduction for a Hubbard chain

Let \(N\) sites carry an on-site repulsion \(U_H\) and equal densities for both spins, and let \(\rho\) now denote the matrix of one spin. The nonzero interaction elements are \(v_{i\uparrow i\downarrow i\uparrow i\downarrow}=U_H\) and those related to it by antisymmetry. Same-spin pairs have no source. With \(C_{ijkl}\equiv C_{i\uparrow j\downarrow k\uparrow l\downarrow}\), the two orderings of \((k,l)\) in (2) contribute equally and cancel the factor \(\tfrac12\):

\[
J_{ij}=U_HC_{iiji},\qquad
\Psi_{ijkl}=U_H\sum_p\left(\bar\rho_{ip}\bar\rho_{jp}\rho_{pk}\rho_{pl}-\rho_{ip}\rho_{jp}\bar\rho_{pk}\bar\rho_{pl}\right).
\]

Summed as written, the source costs \(O(N^5)\) per step, but the sum can be removed. Insert \(\bar\rho=1-\rho\). The terms with four factors of \(\rho\) cancel between the two parts, and every remaining term contains a Kronecker delta in \(p\):

\[
\Psi_{ijkl}=U_H\left[(\delta_{ij}-\rho_{ji})\rho_{ik}\rho_{il}-\rho_{ij}\rho_{jk}\rho_{jl}-\rho_{ik}\rho_{jk}(\delta_{kl}-\rho_{kl})+\rho_{il}\rho_{jl}\rho_{lk}\right].
\]

This costs \(O(N^4)\). With nearest-neighbour hopping \(h^{\rm HF}\) is tridiagonal, so the commutator in (4) is also \(O(N^4)\), and the local cost of the chain is \(O(N^4N_t)\). The self-energy simplifies as well: two of the four combined orderings survive spin conservation, and \(\tfrac12\cdot2=1\), so

\[
\Sigma^\gtrless_{ij}(t,t')=U_H^2\left[G^\gtrless_{ij}(t,t')\right]^2G^\lessgtr_{ji}(t',t).
\]

Matrix products then set the memory cost, \(O(N^3N_t^2)\). Equating it to \(O(N^4N_t)\) puts the crossover at \(N_t\sim N\), up to a prefactor. For a dense hopping matrix the commutator costs \(O(N^5)\) per step and the crossover moves to \(N_t\sim N^2\). For short runs of large Hubbard systems the memory form can be cheaper.

## 5. Conservation laws as checks on the equations

Equation (2) is a partial trace, \(J_{ij}=\tfrac12\sum_m(vC)_{imjm}\). Hence \(\mathrm{Tr}(J-J^\dagger)=\tfrac12\mathrm{Tr}[v,C]=0\), and the particle number is conserved.

For constant \(h\) and \(v\), the energy is

\[
E=\mathrm{Tr}(h\rho)+\tfrac12\sum v_{imjl}\rho_{ji}\rho_{lm}+\tfrac14\mathrm{Tr}(vC).
\]

The derivative of its first two terms is \(\mathrm{Tr}(h^{\rm HF}\dot\rho)\). The mean-field commutator drops out of this trace. Because both particles enter symmetrically, \(\mathrm{Tr}(h^{\rm HF}J)=\tfrac14\mathrm{Tr}(h_2vC)\). Together with (4),

\[
\dot E=-\tfrac i4\left\{\mathrm{Tr}(h_2[v,C])+\mathrm{Tr}(v[h_2,C])+\mathrm{Tr}(v\Psi)\right\}.
\]

The first two traces cancel by cyclic permutation. The two parts of \(\mathrm{Tr}(v\Psi)\) are cyclic permutations of each other and also cancel. Energy conservation thus tests the sign and prefactor of \(J\) against the commutator in (4). It cannot test the overall sign or size of \(\Psi\), because \(\mathrm{Tr}(v\Psi)\) vanishes whatever factor multiplies \(\Psi\), and it says nothing about the terms omitted from (4).

## 6. Discretisation error

Equivalence holds in continuous time. At finite step, the two algorithms have different errors.

For a trapezoidal memory sum of a smooth integrand \(f\), the leading quadrature error is \(\Delta^2[f'(t)-f'(t_0)]/12\). Combined with a second-order step for \(\rho\), it gives a result of the form \(\rho_\Delta=\rho+a\Delta^2+\dots\). Halving the step should divide the error by four, and \((4\rho_{\Delta/2}-\rho_\Delta)/3\) removes the leading term.

For the local scheme, freeze the mean field and consider one mode \(\dot y=-i\omega y\), with \(z=\omega\Delta\). A Runge-Kutta step multiplies \(y\) by

\[
R=1-iz-\frac{z^2}{2}+\frac{iz^3}{6}+\frac{z^4}{24},\qquad
|R|^2=1-\frac{z^6}{72}+\frac{z^8}{576}.
\]

The mode does not grow if \(z^2\le8\). Its leading phase error is \(|z|^5/120\) per step, or \(|\omega|Tz^4/120\) in total. In this estimate, holding the final phase error fixed requires \(\Delta\propto T^{-1/4}\), so the work grows as \(T^{5/4}\). Linear scaling refers to a fixed step, not to a fixed final error.

### Four-site chain

Take \(N=4\), hopping matrix element \(-1\) between neighbours, and \(U_H=0.5\). Energies are in units of the hopping and times in \(\hbar/\)hopping. The left two sites start doubly occupied and the right two empty. The initial energy is \(2\times0.5=1\).

Each row of \(h^{\rm HF}\) has a diagonal element between 0 and 0.5, for site occupations between 0 and 1, and off-diagonal magnitudes summing to at most 2. Its eigenvalues lie in \([-2,2.5]\), so pair frequencies do not exceed \(2\times4.5=9\). With \(\Delta=0.005\), \(|z|\le0.045\), far inside the stability limit. At \(T=10\) the leading phase error of a frozen mode is at most \(90\times0.045^4/120\approx3\times10^{-6}\).

The memory form was propagated self-consistently and compared with the local solution at \(\Delta=0.005\). The table gives the largest difference in any element of \(\rho\) on the common time grid up to \(T=10\).

| Memory step | Difference |
|---|---|
| 0.020 | \(1.012\times10^{-4}\) |
| 0.010 | \(2.528\times10^{-5}\) |
| 0.005 | \(6.319\times10^{-6}\) |

Both successive ratios are 4.00. Extrapolation from the last two rows reduces the difference to \(6.7\times10^{-9}\). The energy drift of the local run was \(5.1\times10^{-11}\).

Doubling the run from 1000 to 2000 steps raised the processor time from 0.418 to 0.890 s for the local form, an exponent of \(\log_2(0.890/0.418)=1.09\). For the memory form it rose from 1.523 to 5.419 s, an exponent of 1.83. A cost \(an+bn^2\) with positive \(a\) and \(b\) has an effective exponent between one and two, but these two timings alone do not show whether such an overhead explains the second value. The matrices \(\rho\) and \(C\) occupy 4.35 kB at any run length, against 1025 kB for the stored history at 2000 steps. These figures exclude temporary arrays and any trajectory kept for output.

## 7. Error of the physical approximation

Exact diagonalisation of the same chain measures what second Born and the HF-GKBA leave out together. The number of electrons on the right half is:

| Time | G1-G2 | Exact |
|---|---|---|
| 2 | 2.550 | 2.548 |
| 4 | 2.663 | 2.684 |
| 6 | 0.943 | 1.252 |
| 10 | 2.259 | 1.991 |

The first transfer is accurate: the peak current through the middle bond is 1.686 at time 0.70, against 1.685 from the exact solution. By time 6 the charge is too low by \(1.252-0.943=0.309\) electrons. This is far larger than the discretisation error, so a smaller time step would not cure it.

The double occupancy, \(\sum_i(\rho_{ii}^2+C_{iiii})\), departs sooner. At time 4 it is 1.359, of which 0.229 comes from \(C\), while the exact value is 1.160. A good density at one time therefore does not certify the pair correlations.

With the chain, initial state and time window held fixed, the root-mean-square error of the right-half charge depends on the interaction as follows:

| \(U_H\) | G1-G2 | Hartree-Fock |
|---|---|---|
| 0.25 | 0.047 | 0.238 |
| 0.50 | 0.277 | 0.668 |
| 1.00 | 0.543 | 1.086 |

Second Born improves on Hartree-Fock in all three cases, but at \(U_H=1\) its largest error is already 1.01 electrons out of four. The third-order law of Section 3 concerns weak interaction at a fixed time. It does not bound the error of a long run.

Nothing derived here guarantees that the eigenvalues of \(\rho\) stay between 0 and 1. At \(U_H=0.5\) no violation is visible to five decimals. Monitoring these eigenvalues is still advisable, since conserved number and energy do not imply positivity.

For a round hopping of 0.1 eV, the time unit is 6.58 fs and the peak current is 41 µA. This is a transient in a closed chain, not the current of a biased device. A real junction has leads, through which electrons can enter and leave so that a steady current is possible, and it may also have lattice vibrations. Neither effect is included or sized here, so the converted current sets a scale and is not a device prediction. Further values are in the numerical output.

## Computed results

```
GENERAL DRIVEN MODEL, 4 spin orbitals
largest |J| from memory integral: 0.0351 (model energy)
largest |J| from initial correlations: 0.0287 (model energy)
memory + initial minus local J: 1.6e-10 (model energy)
error of rho, second Born, v = 0.04, 0.02: 6.145e-05, 7.701e-06; ratio 7.98
error of rho, Hartree-Fock, v = 0.04, 0.02: 1.511e-03, 3.775e-04; ratio 4.00
HUBBARD CHAIN (energy: hopping; time: hbar/hopping)
sites 4, electrons 4, U = 0.5, final time 10.0, step 0.005
spin-reduced minus general rho at time 1: 0.0e+00
memory minus local rho, step 0.020: 1.012e-04
memory minus local rho, step 0.010: 2.528e-05
memory minus local rho, step 0.005: 6.319e-06
error ratios on halving: 4.00, 4.00
after step extrapolation: 6.7e-09
processor time, local, 1000 and 2000 steps: 0.418, 0.890 s; exponent 1.09
processor time, memory, 1000 and 2000 steps: 1.523, 5.419 s; exponent 1.83
working storage, local: 4.35 kB (any number of steps)
stored history, memory form, 2000 steps: 1025 kB
energy 1.0000 hopping, drift 5.1e-11; number drift 7.1e-15
current formula minus d(charge)/dt: 3.3e-05 hopping/hbar
time | right-half electrons: G1-G2, exact | doublons: G1-G2, exact | sum of C_iiii
   1 | 1.2505, 1.2503 | 1.2382, 1.2356 | +0.0126
   2 | 2.5503, 2.5482 | 1.2425, 1.3039 | +0.0442
   4 | 2.6635, 2.6842 | 1.3588, 1.1597 | +0.2292
   6 | 0.9432, 1.2521 | 1.3378, 1.7791 | +0.0457
   8 | 2.3206, 2.0306 | 1.4718, 1.2604 | +0.3748
  10 | 2.2587, 1.9905 | 1.3838, 1.1612 | +0.3630
peak current G1-G2: 1.6857 hopping/hbar at time 0.700
peak current exact: 1.6854 hopping/hbar at time 0.700
natural occupations, lowest and highest: -0.00000, 1.00000
U | right-half electron error to time 10, rms and largest: G1-G2; Hartree-Fock
0.25 | 0.0468, 0.1264; 0.2383, 0.6105
0.50 | 0.2766, 0.7323; 0.6683, 1.6813
1.00 | 0.5432, 1.0133; 1.0863, 2.1945
for hopping 0.1 eV: time unit 6.582 fs, peak current 41.03 uA
```
